# Does a smaller hemispherical bump on an electrode sharpen its peak field?: a program that tests the result

```python
"""
Result under test: a hemispherical bump (radius a) on a flat conductor in a
far field E0 has apex field 3*E0 at every a. Its potential is
    u = E0*z*(1 - a^3/r^3),
so a smaller bump has the same peak field but a shorter reach, and the WKB
tunnelling exponent above its apex is larger.
Symbols: z height above the plane, r distance from the bump centre,
s distance above the apex, d film thickness, Phi barrier, S WKB exponent.
Lengths in nm, potentials in V, energies in eV; Gaussian e^2 in eV nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import eval_legendre, zeta

# Round example parameters, rough regime of an amorphous alumina film
far_field_MV = 2.5
E0 = 0.1 * far_field_MV            # V/nm
Phi = 2.0
mass_ratio = 0.2
thickness = 20.0
radii = [0.5, 1.0, 2.0, 4.0]
eps_static, eps_fast = 9.0, 3.0
screening = 0.05
strength_MV = 8.0
temperature = 300.0

decay = (np.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar) * 1e-9
e_squared = const.e / (4 * np.pi * const.epsilon_0) * 1e9
kT = const.k * temperature / const.e
ds = 15.0 / 60000
s = (np.arange(60000) + 0.5) * ds


def gain(dist, a):
    """Potential on the axis above the apex of an ideal bump."""
    return E0 * ((a + dist) - a**3 / (a + dist)**2)


def exponent(barrier):
    """WKB exponent from a barrier profile sampled on the grid s."""
    return 2 * decay * np.sum(np.sqrt(np.clip(barrier, 0, None))) * ds


def solve_bump(a, len_sphere=0.0, len_plane=0.0, nx=300, nm=40, outer=60.0):
    """Finite-volume Laplace solution for unit far field, in ln(r), cos(theta).
    Wall condition: u = length * du/dn. Returns apex field, axis r, axis u."""
    h, dm = np.log(outer / a) / nx, 1.0 / nm
    r = a * np.exp((np.arange(nx) + 0.5) * h)
    face = a * np.exp(np.arange(nx + 1) * h)
    mu = (np.arange(nm) + 0.5) * dm
    link = face[1:-1] / h**2
    inner = face[0] / (h * (h / 2 + len_sphere / a))
    outer_link = face[-1] / (h * h / 2)
    diag = -(np.append(link, outer_link) + np.insert(link, 0, inner))
    radial = diags([link, diag, link], [-1, 0, 1])
    w = (1 - (np.arange(1, nm) * dm)**2) / dm**2
    angular = diags([w, -(np.append(w, 0) + np.insert(w, 0, 0)), w], [-1, 0, 1])
    plane = r / (dm * (dm / 2 + len_plane / r))
    first = np.zeros(nm)
    first[0] = 1.0
    matrix = (kron(radial, identity(nm)) + kron(diags(r), angular)
              - kron(diags(plane), diags(first)))
    rhs = np.zeros((nx, nm))
    rhs[-1] = -outer_link * (outer * mu + len_plane)
    u = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nx, nm)
    wall = u[0] / (h / 2 + len_sphere / a) / a
    apex = 1.5 * wall[-1] - 0.5 * wall[-2]
    axis = 1.5 * u[:, -1] - 0.5 * u[:, -2]
    return apex, np.insert(r, 0, a), np.insert(axis, 0, len_sphere * apex)


# Peak field at every radius, and the axial profile, from the numerical solver
peak = {}
for a in radii:
    peak[a], r_axis, u_axis = solve_bump(a)
    assert abs(peak[a] - 3) < 0.01
    probe = np.array([0.3, 1.0, 3.0]) * a
    numeric = np.interp(a + probe, r_axis, u_axis)
    assert np.allclose(numeric, gain(probe, a) / E0, rtol=0.005)

# Distance at which the excess field above the apex has halved
reach = {}
for a in radii:
    def excess(t, a=a):
        step = 1e-4 * a
        return (gain(t + step, a) - gain(t - step, a)) / (2 * step * E0) - 1
    reach[a] = brentq(lambda t: excess(t) - excess(0.0) / 2, 0, a)
    assert abs(reach[a] - (2**(1 / 3) - 1) * a) < 1e-5 * a

# A larger bump always gives a larger potential at a given s
A, D = sp.symbols("A D", positive=True)
slope = sp.diff((A + D) - A**3 / (A + D)**2, A)
x = A / (A + D)
assert sp.simplify(slope - (1 - x)**2 * (1 + 2 * x)) == 0


# Half-spheroid of fixed height: apex enhancement against apex radius
def spheroid_factor(height, rho):
    c = np.sqrt(height**2 - height * rho)
    F = np.log((height + c) / (height - c)) - 2 * c / height
    return 2 * c**3 / (height**2 * rho * F)


height = 2.0
sharp = {}
for rho in [1.0, 0.5, 0.25]:
    c = np.sqrt(height**2 - height * rho)

    def line(px, pz, c=c):
        return quad(lambda q: q / np.hypot(px, pz - q), -c, c,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    strength = height / line(0.0, height)
    for angle in [0.3, 0.8, 1.3]:
        px = np.sqrt(height * rho) * np.sin(angle)
        pz = height * np.cos(angle)
        assert abs(pz - strength * line(px, pz)) < 1e-7
    step = 1e-4
    direct = 1 - strength * (line(0, height + step)
                             - line(0, height - step)) / (2 * step)
    sharp[rho] = spheroid_factor(height, rho)
    assert abs(direct / sharp[rho] - 1) < 1e-4
assert 3 < sharp[1.0] < sharp[0.5] < sharp[0.25]
assert abs(spheroid_factor(height, 0.99 * height) - 3) < 0.03

# Tunnelling exponents and their limits
S_flat = exponent(Phi - E0 * s)
S_uniform = exponent(Phi - 3 * E0 * s)
assert abs(S_flat / (4 * decay * Phi**1.5 / (3 * E0)) - 1) < 1e-4
assert abs(S_uniform / (S_flat / 3) - 1) < 1e-4
S = {a: exponent(Phi - gain(s, a)) for a in radii}
exit_at = {a: brentq(lambda t: gain(t, a) - Phi, 0, 15) for a in radii}
ordered = [S_flat] + [S[a] for a in radii] + [S_uniform]
assert all(p > q for p, q in zip(ordered, ordered[1:]))
assert abs(exponent(Phi - gain(s, 1000.0)) / S_uniform - 1) < 0.01
for a in radii:
    assert np.max(gain(s, a) - E0 * s) < E0 * a

# Straight paths from elsewhere on the bump or from the plane do no better
for a in radii:
    starts = [(a * np.sin(t), a * np.cos(t), tilt * t)
              for t in (0.2, 0.6, 1.2) for tilt in (0.0, 0.5, 1.0)]
    starts += [(f * a, 0.0, tilt) for f in (1.05, 2.0) for tilt in (-0.2, 0, 0.5)]
    for px, pz, tilt in starts:
        X, Z = px + s * np.sin(tilt), pz + s * np.cos(tilt)
        R = np.hypot(X, Z)
        outside = R > a
        path_u = np.where(outside, E0 * Z * (1 - a**3 / R**3), 0.0)
        if np.all(outside):
            assert exponent(Phi - path_u) > S[a]


# Counter-electrode: odd multipoles repeated with period 2d
def multipole(px, pz, order, a):
    shifts = 2 * thickness * np.arange(-40, 41)[:, None]
    dz = np.atleast_1d(pz)[None, :] - shifts
    R = np.hypot(np.atleast_1d(px)[None, :], dz)
    return np.sum(eval_legendre(order, dz / R) * (a / R)**(order + 1), axis=0)


a_big = radii[-1]
orders = [1, 3, 5, 7]
theta = np.linspace(0, 1.5, 25)
px, pz = a_big * np.sin(theta), a_big * np.cos(theta)
basis = np.array([multipole(px, pz, n, a_big) for n in orders]).T
coef = np.linalg.lstsq(basis, pz, rcond=None)[0]
assert np.max(np.abs(basis @ coef - pz)) < 1e-5


def plate_potential(zz):
    return zz - sum(k * multipole(0 * zz, zz, n, a_big)
                    for k, n in zip(coef, orders))


pair = plate_potential(np.array([a_big - 1e-3, a_big + 1e-3]))
plate_peak = (pair[1] - pair[0]) / 2e-3
ratio = a_big / thickness
plate_formula = 3 * (1 + zeta(3) / 2 * ratio**3)
assert abs(plate_peak - plate_formula) < 3 * ratio**5
coarse = np.linspace(0, 15, 3001)
S_plate = exponent(Phi - E0 * np.interp(s, coarse, plate_potential(a_big + coarse)))


# Image attraction of an electron on the axis, in units of e^2/permittivity
def image_energy(r, a):
    return -0.5 * (2 * a**3 / (r**4 - a**4) + 1 / (2 * r))


def image_charges(r, a):
    return [(-a / r, a * a / r), (-1.0, -r), (a / r, -a * a / r)]


for a, r in [(1.0, 1.5), (2.0, 5.0)]:
    for qx, qz in [(a * np.sin(0.7), a * np.cos(0.7)), (1.8 * a, 0.0)]:
        total = 1 / np.hypot(qx, qz - r) + sum(
            q / np.hypot(qx, qz - zi) for q, zi in image_charges(r, a))
        assert abs(total) < 1e-12
    work = quad(lambda t: sum(q / (t - zi)**2
                              for q, zi in image_charges(t, a)), r, np.inf)[0]
    assert abs(work / image_energy(r, a) - 1) < 1e-6
pull = e_squared / eps_fast
S_flat_image = exponent(Phi - E0 * s - pull / (4 * s))
S_image = {a: exponent(Phi - gain(s, a) + pull * image_energy(a + s, a))
           for a in radii}
ordered = [S_flat_image] + [S_image[a] for a in radii]
assert all(p > q for p, q in zip(ordered, ordered[1:]))

# Field penetration into the metal, on both plane and bump
length = eps_static * screening
check = solve_bump(1.0, len_sphere=length)[0]
assert abs(check / (3 / (1 + 2 * length)) - 1) < 0.005
S_flat_soft = exponent(Phi - E0 * (s + length))
soft_peak, S_soft = {}, {}
for a in radii:
    soft_peak[a], r_axis, u_axis = solve_bump(a, length, length)
    rough = solve_bump(a, length, length, nx=200, nm=28)[0]
    assert abs(rough / soft_peak[a] - 1) < 0.01
    S_soft[a] = exponent(Phi - E0 * np.interp(a + s, r_axis, u_axis))
ordered = [1.0] + [soft_peak[a] for a in radii] + [3.0]
assert all(p < q for p, q in zip(ordered, ordered[1:]))
ordered = [S_flat_soft] + [S_soft[a] for a in radii]
assert all(p > q for p, q in zip(ordered, ordered[1:]))


# Temperature: transmission weighted by the supply of electrons
def thermal_factor(profile):
    energy = np.linspace(-1.2, 2.6, 761)
    through = np.exp([-exponent(Phi - en - profile) for en in energy])
    warm = np.sum(through * kT * np.logaddexp(0, -energy / kT))
    cold = np.sum(through * np.clip(-energy, 0, None))
    return warm / cold


heat_flat = thermal_factor(E0 * s)
heat_big = thermal_factor(gain(s, a_big))
assert heat_flat > heat_big > 1

print(f"far field E0 = {far_field_MV:.2f} MV/cm = {E0:.3f} V/nm")
print(f"barrier = {Phi:.2f} eV, mass = {mass_ratio:.2f} electron masses")
print(f"film thickness = {thickness:.1f} nm, voltage = {E0*thickness:.2f} V")
print(f"sqrt(2m)/hbar = {decay:.4f} per nm per sqrt(eV)")
print(f"flat: exit = {Phi/E0:.3f} nm, exponent = {S_flat:.3f}")
print(f"uniform 3*E0: exit = {Phi/(3*E0):.3f} nm, exponent = {S_uniform:.3f}")
for a in radii:
    print(f"a = {a:.1f} nm: numerical peak/E0 = {peak[a]:.4f}, "
          f"peak = {peak[a]*far_field_MV:.3f} MV/cm")
    print(f"  excess halves at s = {reach[a]:.3f} nm, "
          f"extra potential below {E0*a:.3f} V")
    print(f"  exit = {exit_at[a]:.3f} nm, exponent = {S[a]:.3f}, "
          f"transmission/flat = {np.exp(S_flat-S[a]):.3g}")
print(f"a = 1 nm: misuse of uniform 3*E0 overstates transmission by "
      f"{np.exp(S[1.0]-S_uniform):.2e}")
print(f"half-spheroid, fixed height {height:.1f} nm:")
for rho in sharp:
    print(f"  apex radius {rho:.2f} nm: peak/E0 = {sharp[rho]:.3f}")
print(f"counter-electrode, a = {a_big:.1f} nm: peak/E0 = {plate_peak:.4f}, "
      f"leading formula {plate_formula:.4f}")
print(f"  exponent with counter-electrode = {S_plate:.3f}")
print(f"image attraction, fast permittivity {eps_fast:.1f}: "
      f"flat exponent = {S_flat_image:.3f}")
for a in radii:
    print(f"  a = {a:.1f} nm: exponent = {S_image[a]:.3f}, "
          f"transmission/flat = {np.exp(S_flat_image-S_image[a]):.3g}")
print(f"metal screening {screening:.3f} nm, static permittivity "
      f"{eps_static:.1f}: l = {length:.3f} nm")
print(f"  flat exponent with penetration = {S_flat_soft:.3f}")
for a in radii:
    print(f"  a = {a:.1f} nm: peak/E0 = {soft_peak[a]:.3f}, "
          f"exponent = {S_soft[a]:.3f}")
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"  current factor over 0 K: flat {heat_flat:.2f}, "
      f"a = {a_big:.1f} nm {heat_big:.2f}")
print(f"ideal peak / rough film strength of {strength_MV:.1f} MV/cm = "
      f"{3*far_field_MV/strength_MV:.3f}")
print("checks complete")
```

Printed output:

```
far field E0 = 2.50 MV/cm = 0.250 V/nm
barrier = 2.00 eV, mass = 0.20 electron masses
film thickness = 20.0 nm, voltage = 5.00 V
sqrt(2m)/hbar = 2.2912 per nm per sqrt(eV)
flat: exit = 8.000 nm, exponent = 34.562
uniform 3*E0: exit = 2.667 nm, exponent = 11.521
a = 0.5 nm: numerical peak/E0 = 3.0002, peak = 7.501 MV/cm
  excess halves at s = 0.130 nm, extra potential below 0.125 V
  exit = 7.502 nm, exponent = 31.483, transmission/flat = 21.7
a = 1.0 nm: numerical peak/E0 = 3.0001, peak = 7.500 MV/cm
  excess halves at s = 0.260 nm, extra potential below 0.250 V
  exit = 7.016 nm, exponent = 28.748, transmission/flat = 335
a = 2.0 nm: numerical peak/E0 = 3.0002, peak = 7.500 MV/cm
  excess halves at s = 0.520 nm, extra potential below 0.500 V
  exit = 6.121 nm, exponent = 24.323, transmission/flat = 2.8e+04
a = 4.0 nm: numerical peak/E0 = 3.0009, peak = 7.502 MV/cm
  excess halves at s = 1.040 nm, extra potential below 1.000 V
  exit = 4.822 nm, exponent = 18.987, transmission/flat = 5.81e+06
a = 1 nm: misuse of uniform 3*E0 overstates transmission by 3.03e+07
half-spheroid, fixed height 2.0 nm:
  apex radius 1.00 nm: peak/E0 = 4.058
  apex radius 0.50 nm: peak/E0 = 5.762
  apex radius 0.25 nm: peak/E0 = 8.564
counter-electrode, a = 4.0 nm: peak/E0 = 3.0151, leading formula 3.0144
  exponent with counter-electrode = 18.851
image attraction, fast permittivity 3.0: flat exponent = 32.875
  a = 0.5 nm: exponent = 29.976, transmission/flat = 18.1
  a = 1.0 nm: exponent = 27.234, transmission/flat = 282
  a = 2.0 nm: exponent = 22.801, transmission/flat = 2.37e+04
  a = 4.0 nm: exponent = 17.456, transmission/flat = 4.97e+06
metal screening 0.050 nm, static permittivity 9.0: l = 0.450 nm
  flat exponent with penetration = 31.687
  a = 0.5 nm: peak/E0 = 1.625, exponent = 28.666
  a = 1.0 nm: peak/E0 = 1.960, exponent = 25.940
  a = 2.0 nm: peak/E0 = 2.302, exponent = 21.482
  a = 4.0 nm: peak/E0 = 2.580, exponent = 16.075
temperature 300 K, kT = 0.02585 eV
  current factor over 0 K: flat 2.44, a = 4.0 nm 1.48
ideal peak / rough film strength of 8.0 MV/cm = 0.938
checks complete
```
